# One-shot hybrid bands from inverted GGA orbitals in a germanium-like model

**Q.** I have a cubic semiconductor of the germanium kind. At Γ there is an s-like level and a threefold p-like level, and my GGA puts s below p. I want to correct this cheaply: keep the GGA orbitals, take the expectation value of the hybrid Hamiltonian in each, and read off the gap. At Γ symmetry forbids s and p to mix, so the GGA orbitals there already have the right character. What could go wrong?

**A.** Your symmetry argument holds at Γ. It says nothing about neighbouring wavevectors, where s and p do mix, nor about which orbitals are occupied. The Fock operator is built from the occupied ones. Let us follow both points in a model small enough to solve.

Take a simple cubic lattice with orbitals \(s,p_x,p_y,p_z\) on each site and three electrons per spin and cell, without spin polarization or spin–orbit coupling. Measure \(\mathbf k\) in units of \(1/a\), with \(a\) the lattice constant, and define

\[
g=\sum_i(1-\cos k_i),\qquad S^2=\sum_i\sin^2k_i .
\]

The GGA Hamiltonian has diagonal elements \(\varepsilon_s=M+Cg\) and \(\varepsilon_p=-Ag\), the latter for all three p orbitals, and couplings \(\langle s|H|p_i\rangle=iP\sin k_i\). Here \(C,A,P>0\), and the p level at Γ is the energy zero. Thus \(M\) is the s level minus the p level at Γ, and inversion means \(M<0\).

Since the three p elements are equal, we may rotate the p orbitals freely. The combination \(\sum_i\sin k_i\,p_i/S\) couples to s with strength \(iPS\). The two combinations orthogonal to it do not couple and stay at \(\varepsilon_p\). The remaining 2×2 problem has the levels

\[
\varepsilon_\mp=\frac{\varepsilon_s+\varepsilon_p}{2}\mp E,\qquad
d=\frac{\varepsilon_s-\varepsilon_p}{2},\qquad E=\sqrt{d^2+P^2S^2}.
\]

Let \(h\) be the traceless part of the 2×2 matrix. Then \(h^2=E^2\), so the projectors on the two levels are \((1\mp h/E)/2\). The ss element of \(h\) is \(d\), and the s weights are therefore

\[
w_\mp=\tfrac12\left(1\mp\frac dE\right).
\]

At Γ, \(S=0\) and \(d=M/2\). For \(M<0\) this gives \(d/E=-1\) and \(w_-=1\): the lower, occupied level is pure s.

**Q.** Does that make the GGA a metal?

**A.** It makes it a zero-gap semimetal, under two conditions. At Γ the levels are \(M,0,0,0\). Three electrons fill s and two of the three p states, so occupied and empty states touch. Elsewhere we need \(\varepsilon_+>0\), because the other three levels are not above zero: \(\varepsilon_-\le\varepsilon_p\le0\).

An upper eigenvalue is not below any diagonal element, so \(\varepsilon_+>0\) wherever \(\varepsilon_s>0\). Where \(\varepsilon_s\le0\), we have \(g\le|M|/C\). I assume \(|M|<2C\), so that \(g<2\) there. Each \(1-\cos k_i\) is at most \(g\), hence \(1+\cos k_i\ge2-g\) and

\[
S^2=\sum_i(1-\cos k_i)(1+\cos k_i)\ge g(2-g).
\]

The product of the two mixed levels is the determinant:

\[
\varepsilon_+\varepsilon_-=\varepsilon_s\varepsilon_p-P^2S^2
\le g\left[A(|M|-Cg)-P^2(2-g)\right].
\]

The bracket is linear in \(g\). It equals \(A|M|-2P^2\) at \(g=0\) and \(-P^2(2-|M|/C)\) at \(g=|M|/C\). If \(A|M|<2P^2\), both ends are negative, so the bracket is negative between them. A negative product means one positive and one negative level, as required.

For \(M>0\) things are simpler: \(\varepsilon_+\ge\varepsilon_s\ge M\) while the other levels are at or below zero. The gap is then \(M\), at Γ.

**Q.** Now add exact exchange.

**A.** I keep its on-site part, with one strength \(U\) for all orbitals. This is a crude picture of a short-ranged exchange interaction. For a Slater determinant with density matrix \(\gamma\), electrons of equal spin in different orbitals on a site obey

\[
\langle n_in_j\rangle=\gamma_{ii}\gamma_{jj}-|\gamma_{ij}|^2 .
\]

For \(i=j\) the right-hand side vanishes, so the sum may include those terms:

\[
\frac U2\sum_{i\ne j}\langle n_in_j\rangle
=\frac U2(\mathrm{Tr}\,\gamma)^2-\frac U2\mathrm{Tr}\,\gamma^2 .
\]

The second term is the exchange energy per site and spin. Its variation is \(-U\,\mathrm{Tr}(\gamma\,\delta\gamma)\), so the Fock operator is \(-U\gamma\). A hybrid with fraction \(\alpha\) adds \(-\alpha U\gamma\) and removes the same fraction of semilocal exchange.

The charge on each site is fixed at three electrons per spin. In this model the Hartree and semilocal potentials depend on that charge alone, so they are the same constant for s and p and do not change during self-consistency. In a real solid they distinguish the orbitals and respond to the density; that is left out here.

Cubic symmetry makes the on-site \(\gamma\) diagonal, with elements \(n_s,n_p,n_p,n_p\) and \(n_s+3n_p=3\). The s level is shifted by \(-\alpha Un_s\) and the p level by \(-\alpha Un_p\). The splitting therefore opens by

\[
D=\alpha U(n_p-n_s)=\alpha U\left(1-\frac{n_s}{3}-n_s\right)
=\alpha U\left(1-\frac43n_s\right).
\]

The two uncoupled occupied p states contain no s, so \(n_s\) is the Brillouin-zone average of \(w_-\):

\[
n_s(M)=\left\langle\tfrac12\left(1-\frac dE\right)\right\rangle .
\]

If we put the energy zero back at the p level, the hybrid Hamiltonian has the old form with \(M\) replaced by \(M+D\). A GGA that occupies too much s thus yields too small an opening.

**Q.** I would still get an opening. Let me see my recipe with numbers.

**A.** Take \(C=0.5\), \(A=0.1\), \(P=0.3\) and \(U=4\) eV, with \(\alpha=0.25\). These are round model parameters, not those of a material. Let the GGA splitting be \(M_0=-0.4\) eV. Both conditions above hold, since \(2C=1\) eV and \(2P^2/A=1.8\) eV.

The GGA occupation is \(n_s=0.1056\), so with \(\alpha U=1\) eV

\[
D(M_0)=1-\tfrac43(0.1056)=0.859\ \text{eV},\qquad
M_1=M_0+D(M_0)=0.459\ \text{eV}.
\]

At Γ your expectation values are 0 for the three p states and 0.459 eV for s.

**Q.** So the order is repaired and the gap is 0.459 eV.

**A.** Sorted at Γ alone, it looks so. But the state at 0.459 eV is one your GGA occupied, and one of the p states at zero is empty. With the GGA occupations kept, the gap is \(0-0.459=-0.459\) eV. The numerical scan of the zone found no higher occupied value and no lower empty one.

**Q.** Then I refill the states by their new energies.

**A.** Follow the bands away from Γ first. Your recipe adds to each GGA level its s weight times \(D\), where \(D=D(M_0)\):

\[
\varepsilon_\mp^{\rm diag}=\varepsilon_\mp+D\,w_\mp .
\]

The separation of the two mixed bands is

\[
\varepsilon_+^{\rm diag}-\varepsilon_-^{\rm diag}
=2E+D(w_+-w_-)=2E+\frac{Dd}{E}=\frac{2E^2+Dd}{E}.
\]

At Γ, \(d=M_0/2\) and \(E^2=M_0^2/4\), so the numerator is

\[
\frac{M_0^2}{2}+\frac{DM_0}{2}=\frac{M_0(M_0+D)}{2}=\frac{M_0M_1}{2}.
\]

This is negative when \(M_0<0<M_1\), that is, when the correction seems to have worked.

Now go outwards. The condition \(d=0\) means \(g=|M_0|/(C+A)=0.67\), a closed surface around Γ. On it the numerator is \(2P^2S^2\), which is positive because \(S^2\ge g(2-g)>0\). Every path from Γ to that surface must therefore pass a zero of the separation. The diagonal bands cross on a closed surface around Γ.

At the crossing both bands have the same energy. It is positive, since \(\varepsilon_+>0\) and \(Dw_+\ge0\), while the two uncoupled p states are at or below zero. The third and fourth sorted levels thus coincide there, and no refilling of these bands gives a gap. Along the x axis the crossing lies at \(k=0.712/a\), at an energy of 0.278 eV. The reversed region fills only about 0.6 % of the zone, so a coarse mesh can miss it and report a gap.

**Q.** Might the hybrid really have that crossing?

**A.** No, because your recipe has dropped a matrix element. The added operator is \(D|s\rangle\langle s|\), and between the two GGA orbitals it has the magnitude

\[
D\sqrt{w_-w_+}=\frac D2\sqrt{1-\frac{d^2}{E^2}}=\frac{DPS}{2E}.
\]

It vanishes at Γ, as your symmetry argument says, but not at the crossing. Two equal diagonal values joined by this element split by twice its magnitude, \(DPS/E\). At the crossing on the x axis:

- \(PS=0.3\sin(0.712)=0.196\) eV;
- \(g=1-\cos(0.712)=0.243\), so \(d=(-0.4+0.6\times0.243)/2=-0.127\) eV;
- \(E=\sqrt{0.127^2+0.196^2}=0.234\) eV.

The splitting is \(0.859\times0.196/0.234\approx0.72\) eV. The upper level moves from 0.278 to \(0.278+0.36\approx0.64\) eV, in agreement with the directly diagonalized value of 0.639 eV. The third level there is an uncoupled p state at \(-0.024\) eV. The same Hamiltonian, diagonalized, has a clear gap where your bands meet.

First-order energies fail here because the neglected coupling joins states that the first-order shifts have made degenerate. For a normal start, \(M_0>0\), we have \(d>0\) throughout the zone. Both terms in the separation are then positive and there is no crossing.

**Q.** If the inversion is very weak, surely this disappears?

**A.** It shrinks but remains, however small \(|M_0|\) is, as long as \(M_0<0\) and \(M_1>0\). Near Γ, \(g\approx k^2/2\) and \(S^2\approx k^2\). Then \(d\approx M_0/2+(C+A)k^2/4\), and to order \(k^2\)

\[
2E^2+Dd\approx\frac{M_0M_1}{2}
+k^2\left[2P^2+\frac{(C+A)(2M_0+D)}{4}\right].
\]

For \(|M_0|\to0\) we may drop \(M_0\) in the bracket and set \(M_1\approx D\approx D(0)\). The zero lies at

\[
k_\times^2\approx\frac{|M_0|\,D(0)}{4P^2+(C+A)D(0)/2}.
\]

The radius falls as \(|M_0|^{1/2}\) and the volume as \(|M_0|^{3/2}\). A weak inversion is therefore easy to overlook on a mesh that avoids Γ and whose spacing is not small compared with \(k_\times\). If the states are refilled by their new energies, such a coarse mesh can report a false gap even when it contains Γ.

**Q.** Fine. I diagonalize the full hybrid matrix, built once from the GGA density matrix. Am I safe now?

**A.** The false crossing is gone, and the gap is \(M_1=0.459\) eV. But the Fock operator still contains the GGA occupations. Self-consistency demands instead

\[
M_*=M_0+D(M_*).
\]

To compare the two, we need the slope of \(D\). With \(\partial d/\partial M=1/2\) and \(\partial E/\partial M=d/(2E)\),

\[
\frac{\partial}{\partial M}\frac dE=\frac1{2E}-\frac{d^2}{2E^3}=\frac{P^2S^2}{2E^3},
\qquad
\frac{dn_s}{dM}=-\left\langle\frac{P^2S^2}{4E^3}\right\rangle<0 .
\]

Raising the s level empties it, so \(D\) increases with \(M\). If \(D(M_*)>0\), then \(M_*>M_0\), and

\[
M_*-M_1=D(M_*)-D(M_0)>0 .
\]

In this model the one-shot opening is too small. Here self-consistency gives \(n_s=0.0290\) and \(M_*=0.561\) eV, or \(8.99\times10^{-20}\) J. The missing part is

\[
\tfrac43(0.1056-0.0290)=0.102\ \text{eV},
\]

which is 18 % of the self-consistent gap.

**Q.** Is all of that due to the inversion?

**A.** No. A GGA with the right order but too small a gap also mixes in too much s. For \(M_0=+0.3\) eV the one-shot gap is 1.248 eV and the self-consistent one 1.279 eV, so 0.031 eV is missing, or 2.4 % of the self-consistent gap.

For the inverted start we can divide the error at zero splitting, where \(D(0)=0.922\) eV. The self-consistent opening is \(0.561+0.4=0.961\) eV. Going from \(M_0\) to zero contributes \(0.922-0.859=0.063\) eV, and going from zero to \(M_*\) contributes \(0.961-0.922=0.039\) eV. The first part belongs to the inverted range. The second would be missed even if, with the same \(M_0\) in the Hamiltonian, the exchange were built from orbitals with zero splitting.

**Q.** An error of 0.1 eV I could live with. The order at Γ is right, at least.

**A.** Not for every inversion. The one-shot order is still inverted if \(M_0+D(M_0)<0\). The left side increases with \(M_0\), so this means \(M_0<M_c\), where \(M_c+D(M_c)=0\).

The self-consistent order follows from writing the condition as \(M_*-D(M_*)=M_0\). If \(D'<1\), the left side increases with \(M_*\), so the solution is unique, and it is positive when \(M_0>-D(0)\). Over the scanned range of splittings, which covers all the cases here, the largest slope is 0.35.

Since \(M_c<0\), we have \(D(M_c)<D(0)\), and hence \(M_c=-D(M_c)>-D(0)\). This leaves a window,

\[
-D(0)<M_0<M_c ,
\]

in which the one-shot hybrid is inverted and the self-consistent one is normal. For our parameters it runs from \(-0.922\) to \(-0.770\) eV.

Take \(M_0=-0.85\) eV. The GGA has \(n_s=0.191\), so \(D=0.746\) eV and \(M_1=-0.104\) eV: s stays below p, and by the gap rule the one-shot hybrid is still a zero-gap semimetal. Now rebuild the density matrix and repeat. The splitting after successive updates is

\[
-0.104,\quad 0.059,\quad 0.079,\quad 0.081\ \text{eV},
\]

and it settles at 0.081 eV. The second update, the first to use a density matrix from the hybrid itself, restores the order.

**Q.** Does self-consistency then always rescue the order?

**A.** No. For \(M_0<-D(0)\), here below \(-0.922\) eV, the self-consistent hybrid is inverted as well. That is then the answer of this Hamiltonian with this \(\alpha\), not a fault of the starting orbitals. Whether it is right for a given material is another question.

**Q.** Suppose I can afford only one evaluation of the Fock operator.

**A.** Then take the density matrix from a calculation with the normal order. In the model, keep \(M_0=-0.4\) eV in the Hamiltonian but build the exchange from orbitals with splitting \(+0.3\) eV, for which \(D=0.948\) eV. Full diagonalization gives \(-0.4+0.948=0.548\) eV, against 0.561 eV self-consistently. The error falls from 0.102 to 0.013 eV. A positive result alone does not prove the normal order: for \(M_0=-0.93\) eV the same recipe gives \(+0.018\) eV, although the self-consistent hybrid is inverted. In the present case, however, the result of 0.548 eV exceeds the 0.3 eV put in. Since \(M-D(M)\) increases with \(M\), the self-consistent splitting must then also lie above 0.3 eV, and the order is normal.

**Q.** How much of this carries over to a real crystal?

**A.** The mechanism does, wherever GGA occupies the wrong one of two levels that mix away from Γ: diagonal values omit the coupling, and a frozen density matrix keeps the wrong occupations. The sizes do not carry over. Longer-ranged exchange gives \(D\) a dependence on \(\mathbf k\) and also changes the s–p coupling, the semilocal potential responds to the density, and spin–orbit coupling splits the p level. A real conduction band may also have its minimum away from Γ. The width of the window, and even the sign of the error in \(M_1\), must then be computed.

So before using one-shot values, look at the orbital character of the occupied GGA states around Γ, not just at the sorted energies. If the s-like level of your question is occupied at Γ, diagonalize the full matrix and iterate the density matrix, whichever order the one-shot values show: in the window above they still have s below p. The numerical output below lists the three starts one after another.

## Computed values

```
s dispersion C = 0.50 eV; p dispersion A = 0.10 eV
s-p coupling P = 0.30 eV; interaction U = 4.00 eV
exact-exchange fraction alpha = 0.25
[inverted start] GGA splitting M0 = -0.4000 eV
  GGA s occupation per spin = 0.10562
  one-shot opening D(M0) = 0.8592 eV
  one-shot splitting M1 = 0.4592 eV
  self-consistent splitting = 0.5614 eV
  self-consistent s occupation per spin = 0.02895
  opening missed by one-shot = 0.1022 eV
[window start] GGA splitting M0 = -0.8500 eV
  GGA s occupation per spin = 0.19061
  one-shot opening D(M0) = 0.7459 eV
  one-shot splitting M1 = -0.1041 eV
  self-consistent splitting = 0.0811 eV
  self-consistent s occupation per spin = 0.05165
  opening missed by one-shot = 0.1853 eV
[normal start] GGA splitting M0 = 0.3000 eV
  GGA s occupation per spin = 0.03869
  one-shot opening D(M0) = 0.9484 eV
  one-shot splitting M1 = 1.2484 eV
  self-consistent splitting = 1.2790 eV
  self-consistent s occupation per spin = 0.01573
  opening missed by one-shot = 0.0306 eV
Diagonal one-shot bands, inverted start:
  signed gap with frozen occupations = -0.4592 eV
  false crossing on the x axis at k = 0.7123 / a
  energy of false crossing = 0.2782 eV
  fully diagonalized third level there = -0.0243 eV
  fully diagonalized fourth level there = 0.6387 eV
  zone fraction with reversed bands = 0.57 %
Window lower edge -D(0) = -0.9223 eV
Window upper edge M_c = -0.7700 eV
Window width = 0.1524 eV
Largest slope of D on scanned range = 0.3478
Window start, splitting after update 1 = -0.1041 eV
Window start, splitting after update 2 = 0.0589 eV
Window start, splitting after update 3 = 0.0789 eV
Window start, splitting after update 4 = 0.0809 eV
Window start, splitting after update 5 = 0.0811 eV
Self-consistent gap, inverted start = 8.9947e-20 J
```
